# The Huzinaga-Cantu valence equation: reversed core levels and exact valence orbitals

## 1. Valence electrons without a core constraint

Take a magnesium atom, freeze the ten core electrons in the orbitals of Mg$^{2+}$, and find the best orbital for the remaining two electrons in the field of that core. With no further condition, self-consistent iteration on the lowest orbital gives a valence energy of $-2515.57$ eV. The resulting orbital has 99.95 % of its weight in the space of the core orbitals. With the valence orbital kept orthogonal to the core, the energy is $-21.30$ eV.

The core enters the unconstrained problem only through its Coulomb and exchange field. Nothing in that field says that the core orbitals are already occupied, so the valence electrons fall into them. The Huzinaga-Cantu equation puts the missing exclusion into the one-electron operator:

$$
H\,v=\varepsilon_v v,\qquad H=F-PF-FP,\qquad P=\sum_c|c\rangle\langle c| .
$$

Here $F$ is a Hermitian one-electron operator, later the closed-shell Fock operator, and the core orbitals $c$ are orthonormal. Orbitals are real, and the algebra is in atomic units. The numbers come from nonrelativistic restricted Hartree-Fock calculations in the uncontracted s and p primitives of the def2-TZVP basis. They contain no correlation and carry the error of a finite basis, and the digits shown refer to this basis. In larger s,p bases (56 and 72 functions) the core levels rise by 0.015 to 0.03 eV, the 3s levels and the constrained valence energies fall by 0.001 to 0.002 eV, the unconstrained valence energy falls by 0.015 eV, and the small quantities of Sections 5 and 6 (remainder norm, level-shift core weight, frozen-core error) change by 0.4 to 2 %. The numerical check at the end covers the atomic calculations.

## 2. One core orbital and one valence orbital

Let the whole space be spanned by one core orbital $c$ and one orbital $v$ orthogonal to it. In the order $(c,v)$,

$$
F=\begin{pmatrix}a&g\\ g&b\end{pmatrix},\qquad
P=\begin{pmatrix}1&0\\0&0\end{pmatrix}.
$$

Multiplication by $P$ from the left keeps the first row, and from the right the first column:

$$
PF=\begin{pmatrix}a&g\\0&0\end{pmatrix},\qquad
FP=\begin{pmatrix}a&0\\g&0\end{pmatrix}.
$$

Subtracting both gives

$$
H=\begin{pmatrix}a-2a&g-g\\ g-g&b\end{pmatrix}
=\begin{pmatrix}-a&0\\0&b\end{pmatrix}.
$$

The core element is subtracted twice and changes sign. Each coupling element is subtracted once and vanishes. The valence element is untouched.

**Limit $g=0$.** Now $c$ and $v$ are eigenfunctions of $F$, with $a=\varepsilon_c$ and $b=\varepsilon_v$. The operator $H$ has the same eigenfunctions, with eigenvalues $-\varepsilon_c$ and $\varepsilon_v$. A deep core level becomes a high one, and the valence level stays where it was.

**Small $g$, with $a<b$.** The orbital $v$ is still an eigenfunction of $H$ with eigenvalue $b$, but $Fv=g\,c+b\,v$, so it is not one of $F$. The upper eigenvalue $b+\delta$ of $F$ obeys $(a-b-\delta)(-\delta)=g^2$, that is,

$$
\delta(b-a+\delta)=g^2,\qquad \delta\approx\frac{g^2}{b-a}.
$$

"Exact valence solution" therefore has two meanings. For $g=0$ it is an eigenfunction of $F$. For $g\neq0$ it is the solution within the space orthogonal to a prescribed core. The two cases are generalized in turn.

## 3. A core made of eigenfunctions of F

Let there be any number of core orbitals with $Fc=\varepsilon_c c$. Since $Pc=c$,

$$
PFc=\varepsilon_cPc=\varepsilon_c c,\qquad FPc=Fc=\varepsilon_c c,
$$

$$
Hc=\varepsilon_c c-\varepsilon_c c-\varepsilon_c c=-\varepsilon_c c .
$$

For an eigenfunction $v$ of $F$ orthogonal to the core, $Pv=0$ and

$$
PFv=\varepsilon_vPv=0,\qquad FPv=0,\qquad Hv=Fv=\varepsilon_v v .
$$

These functions together form a complete set of eigenfunctions of $F$, so they also give the whole spectrum of $H$.

For the neutral magnesium atom, with the core taken from the same calculation, the levels are:

| orbital | in $F$ (eV) | in $H$ (eV) |
|---|---:|---:|
| 1s | $-1334.24$ | $+1334.24$ |
| 2s | $-102.55$ | $+102.55$ |
| 2p | $-62.12$ | $+62.12$ |
| 3s | $-6.884$ | $-6.884$ |

The 3s orbital, the sixth of $F$, is now the lowest solution. Its core weight $\sum_c\langle c|v\rangle^2$ is zero to rounding error.

The reversed core levels do not lie above everything else. The basis has 38 functions and six occupied orbitals, hence 32 virtual levels counted with their degeneracy. Only 11 of them lie below the reversed 2p level; the other 21 lie above it. The core has been moved out of the way of the occupied orbitals, not out of the spectrum.

### Test on the zero of energy

The sign reversal refers to the zero of energy. Replace $F$ by $F+s$, with a constant $s$. From the definition,

$$
H(s)=F+s-P(F+s)-(F+s)P=H+s-2sP .
$$

The valence level becomes $\varepsilon_v+s$, but the core level becomes $-\varepsilon_c+s-2s=-\varepsilon_c-s$. They meet when

$$
\varepsilon_v+s=-\varepsilon_c-s
\quad\Longrightarrow\quad
s=-\frac{\varepsilon_c+\varepsilon_v}{2}.
$$

For 3s and 2p in magnesium this is

$$
s=\frac{62.119+6.884}{2}\ \text{eV}=34.50\ \text{eV}.
$$

At 0.99 of this shift the lowest solution of $H(s)$ has core weight 0, and at 1.01 of it core weight 1. A constant in $F$ has no effect on its eigenfunctions, yet here it changes which of them comes lowest. The rule "occupy the lowest solutions of $H$" therefore has a condition: every occupied valence level must lie below every reversed core level. An environment that raises the potential over the whole atom acts on the core like such a shift.

At the crossing the two levels are degenerate, and $(v+c)/\sqrt2$ is an eigenfunction of $H(s)$ as well. A diagonalization may then return mixtures. Orthogonality to the core follows automatically for a valence level that does not coincide with a reversed core level; at a coincidence the orthogonal solution exists but has to be selected.

## 4. Where the equation comes from: a frozen core

In a calculation with a frozen core, the core orbitals come from elsewhere and are in general not eigenfunctions of the final $F$. This is the case $g\neq0$ of Section 2. The valence equation must then be derived from the energy.

For doubly occupied orbitals $i,j$ the closed-shell energy is

$$
E=2\sum_i\langle i|h|i\rangle+\sum_{ij}\left[2(ii|jj)-(ij|ij)\right],
$$

where $h$ contains the kinetic energy and the nuclear attraction, and $(ij|kl)$ is the repulsion between the charge distributions $ij$ and $kl$. Define $J_i$ and $K_i$ by $\langle p|J_i|q\rangle=(pq|ii)$ and $\langle p|K_i|q\rangle=(pi|qi)$.

Split the sums into core orbitals $c$ and valence orbitals $v,w$. The core-valence pairs occur twice in the double sum, once in each order, and contribute

$$
2\sum_{cv}\left[2(cc|vv)-(cv|cv)\right]
=2\sum_v\Big\langle v\Big|\sum_c(2J_c-K_c)\Big|v\Big\rangle .
$$

Hence $E=E_{\text{core}}+E_{\text{val}}$, with

$$
E_{\text{val}}=2\sum_v\langle v|F_{\text{core}}|v\rangle+\sum_{vw}\left[2(vv|ww)-(vw|vw)\right],
$$

$$
F_{\text{core}}=h+\sum_c(2J_c-K_c).
$$

This splitting assumes that all orbitals are orthonormal, so the constraints are $\langle v|w\rangle=\delta_{vw}$ and $\langle c|v\rangle=0$.

### Variation

Change each $v$ by $\delta v$. The one-electron term changes by $4\sum_v\langle\delta v|F_{\text{core}}|v\rangle$: a factor 2 from the occupation and a factor 2 because $v$ appears in both bra and ket. In the two-electron term each integral contains four orbitals. After summation over $v$ and $w$ the four variations are equal, so the change is

$$
4\sum_{vw}\left[2(\delta v\,v|ww)-(\delta v\,w|vw)\right]
=4\sum_v\Big\langle\delta v\Big|\sum_w(2J_w-K_w)\Big|v\Big\rangle .
$$

Together,

$$
\delta E_{\text{val}}=4\sum_v\langle\delta v|F|v\rangle,\qquad
F=F_{\text{core}}+\sum_w(2J_w-K_w).
$$

Introduce multipliers, with $\lambda_{wv}$ symmetric, and make stationary

$$
E_{\text{val}}-2\sum_{vw}\lambda_{wv}\left(\langle v|w\rangle-\delta_{vw}\right)-4\sum_{cv}\lambda_{cv}\langle c|v\rangle .
$$

The variation of $\langle v|w\rangle$ has two terms, equal after summation, which turns the prefactor 2 into 4. The core is frozen, so $\langle c|v\rangle$ changes only through $\delta v$. The common factor 4 cancels, and since $\delta v$ is arbitrary,

$$
Fv=\sum_w w\,\lambda_{wv}+\sum_c c\,\lambda_{cv}.
$$

An orthogonal mixing of the valence orbitals leaves $\sum_w w(\mathbf r)w(\mathbf r')$ unchanged, and with it $E_{\text{val}}$ and $F$. The mixing can be chosen to diagonalize the symmetric matrix $\lambda_{wv}$. In these canonical orbitals

$$
Fv=\varepsilon_v v+\sum_c c\,\lambda_{cv}.
$$

### Removing the multipliers

Take the scalar product with one core orbital $c$. Because $\langle c|v\rangle=0$ and the core is orthonormal, $\lambda_{cv}=\langle c|F|v\rangle$. Therefore

$$
\sum_c c\,\lambda_{cv}=\sum_c|c\rangle\langle c|F|v\rangle=PFv,
\qquad (F-PF)v=\varepsilon_v v .
$$

The operator $F-PF$ has the right valence solutions but is not Hermitian unless $PF=FP$. In the model of Section 2 it is

$$
F-PF=\begin{pmatrix}0&0\\g&b\end{pmatrix}.
$$

Its eigenvector $(0,1)$ is the valence orbital. For $b\neq0$ and $g\neq0$ the other one, $(b,-g)$ with eigenvalue 0, is neither the core orbital nor orthogonal to $v$.

Since $Pv=0$, also $FPv=0$, and this term may be subtracted without changing the equation for $v$:

$$
(F-PF-FP)v=\varepsilon_v v .
$$

The operator is now Hermitian, because $PF$ and $FP$ are each other's adjoints.

## 5. The converse, for any core

So far every constrained stationary orbital satisfies the Huzinaga-Cantu equation. It remains to show that solving the equation leads back to such orbitals. Let $Q=1-P$ and insert $1=P+Q$ where needed:

$$
F=PFP+PFQ+QFP+QFQ,
$$

$$
PF=PFP+PFQ,\qquad FP=PFP+QFP .
$$

The mixed terms cancel in the difference, and $PFP$ is left with the factor $1-2=-1$:

$$
H=QFQ-PFP .
$$

This identity uses only $P+Q=1$. The property $P^2=P$, that is $PQ=0$, makes the two terms act in separate spaces, so the identity is the $2\times2$ result with blocks in place of numbers.

From $PQ=0$ it follows that $PH=-PFP=HP$. Let $Hx=\varepsilon x$. Applying $P$ and $Q$ gives

$$
H(Px)=\varepsilon(Px),\qquad H(Qx)=\varepsilon(Qx).
$$

If $\varepsilon$ is nondegenerate, $Px$ and $Qx$ cannot both be nonzero, since they would be two independent eigenfunctions. So $x$ lies wholly in the core space or wholly in the valence space. A degeneracy within the valence space does no harm; a coincidence between the two blocks requires the selection described in Section 3.

For $x$ in the valence space, $x=Qx$ and $QFx=\varepsilon x$, which is $(F-PF)x=\varepsilon x$. When $F$ is built from the occupied solutions themselves, this is the stationarity condition of Section 4.

In the core space the eigenvalues of $H$ are those of $PFP$ with reversed sign. They belong to the frozen core in the present $F$ and need not equal the orbital energies of the calculation that supplied the core. The condition for occupying the lowest solutions is again that these reversed levels lie above the occupied valence levels.

**Limit of an invariant core.** If $PF=FP$, then $QFP=QPF=0$. Nothing is lost by the constraint, and Section 3 is recovered for core orbitals that diagonalize $PFP$.

### Magnesium with the core of the ion

With the core frozen from Mg$^{2+}$, the self-consistent solution of $H$ has $\varepsilon_{3s}=-6.867$ eV, and its core weight is zero to rounding error. For one doubly occupied valence orbital,

$$
E_{\text{val}}=2\langle v|F_{\text{core}}|v\rangle+(vv|vv),\qquad
\varepsilon_v=\langle v|F_{\text{core}}|v\rangle+(vv|vv),
$$

where $K_vv=J_vv$ was used. Hence $E_{\text{val}}=2\varepsilon_v-(vv|vv)$. The calculation gives $E_{\text{val}}=-21.303$ eV, so the repulsion of the two 3s electrons is

$$
(vv|vv)=2(-6.867)\ \text{eV}+21.303\ \text{eV}=7.57\ \text{eV}.
$$

The independent test is a direct minimization of $E_{\text{val}}$ over s orbitals orthogonal to the core, using energies and no Fock operator for the valence pair. It gives the same energy, $-21.30258$ eV, and the same orbital within the tolerances of the program.

Relaxing the core as well gives $E(\text{Mg})-E(\text{Mg}^{2+})=-21.327$ eV. The frozen-core error relative to this value is

$$
-21.3026\ \text{eV}+21.3273\ \text{eV}=0.0247\ \text{eV}.
$$

In the larger bases it is 0.0252 eV. It is positive because freezing the core restricts the orbitals over which the energy is minimized. This error belongs to the choice of core. The projection adds none of its own.

The 3s orbital is not an eigenfunction of $F$: the remainder is $(F-\varepsilon_v)v=PFv$, with norm 0.085 eV. Its smallness can be traced. The ion's core orbitals are eigenfunctions of $F_{\text{core}}$, so $\langle c|F_{\text{core}}|v\rangle$ is proportional to $\langle c|v\rangle$ and vanishes. What is left is

$$
\langle c|F|v\rangle=\langle c|2J_v-K_v|v\rangle=\langle c|J_v|v\rangle .
$$

A potential $J_v$ that was constant over the core would give zero by orthogonality, so only its variation there contributes. Because $v$ and $J_v$ are spherical, the 2p orbitals give zero by symmetry, and the whole remainder comes from 1s and 2s, with magnitudes 0.007 eV and 0.085 eV. The root-mean-square radii, 0.40 Å for the frozen 2s orbital and 1.87 Å for the frozen-core 3s, serve only as a rough measure of the size of the core against that of the charge producing $J_v$. The argument is qualitative and does not predict the value 0.085 eV.

## 6. The level-shift form and its limit

For an invariant core, $PF=FP=\sum_c\varepsilon_c|c\rangle\langle c|$, and

$$
H=F-2\sum_c\varepsilon_c|c\rangle\langle c| .
$$

This is the form in which the projector enters model core potentials and the ab initio model potential method (AIMP): each core orbital is raised by a fixed energy, here $-2\varepsilon_c$. It is convenient because the added term can be prepared once for each atom.

For a core that is not invariant, use reference energies $\varepsilon_c^{\text{ref}}$ and write

$$
H_{\text{ls}}=F-2\sum_c\varepsilon_c^{\text{ref}}|c\rangle\langle c| .
$$

The added term acts inside the core space alone, so the coupling $PFQ+QFP$ remains. To find its effect, put $w=v+\sum_c a_c c$, where $v$ is the solution of $H$ for the same $F$. Project $H_{\text{ls}}w=\varepsilon w$ on $c$, treating the coupling and the off-diagonal core elements as small:

$$
\langle c|F|v\rangle+s_ca_c\approx\varepsilon_va_c,\qquad
s_c=\langle c|F|c\rangle-2\varepsilon_c^{\text{ref}} .
$$

Thus

$$
a_c\approx\frac{\langle c|F|v\rangle}{\varepsilon_v-s_c},\qquad
\text{core weight}\approx\sum_ca_c^2 .
$$

With the orbital energies of Mg$^{2+}$ as reference and $F$ held fixed from the frozen-core calculation, diagonalization gives a core weight of $3.26\times10^{-7}$, and the estimate agrees to the digits shown. The 3s level lies $4.9\times10^{-5}$ eV below that of $H$. Iterated to self-consistency, the level-shift form gives a core weight of $3.7\times10^{-7}$ and a level $1.0\times10^{-4}$ eV below that of $H$. For this atom, in the full basis, the level-shift form is an excellent approximation, but its orthogonality is approximate, whereas that of $H$ follows from the block structure.

A larger shift reduces $a_c$, and in the limit $s_c\to\infty$ the admixture vanishes. The opposite limit, $s_c$ close to $\varepsilon_v$, makes the denominator small; the estimate then fails and core and valence mix strongly.

## 7. A valence basis that cannot represent the core

The argument of Section 5 needs a space in which $Px$ and $Qx$ are both available. Let $R$ project on a smaller basis, so that the operator diagonalized is $RHR$. For a trial orbital $w=Rw$ of unit norm,

$$
\langle w|H|w\rangle=\langle Qw|F|Qw\rangle-\langle Pw|F|Pw\rangle .
$$

If the core levels are negative, the last term is a positive penalty for core admixture. When $Pw$ lies outside the small basis, the admixture cannot simply be subtracted from $w$. The lowest solution then balances the penalty against the valence energy, and orthogonality is in general approximate. If $R$ commutes with $P$, the small basis splits into a core part and a valence part, and strict separation returns.

By the variational principle for a fixed Hermitian operator, the lowest eigenvalue of $RHR$ cannot lie below that of $H$. Keeping the 6 most diffuse of the 14 s primitives, with $F$ held fixed from the frozen-core calculation, gives

$$
-6.202\ \text{eV}\quad\text{instead of}\quad-6.867\ \text{eV},
$$

a rise of 0.665 eV, and a core weight of $1.1\times10^{-3}$. The rise contains both the penalty and the poorer description of the valence orbital; these numbers do not separate the two. Because the penalty depends on the zero of energy, so do these numbers: replacing $F$ by $F+s$ with $s=-10$ or $+10$ eV gives a level, after subtracting $s$, of $-6.184$ or $-6.227$ eV and a core weight of $8.2\times10^{-4}$ or $1.5\times10^{-3}$.

The order of operations matters here. The products $PF$ and $FP$ were formed in the full basis and then restricted. Multiplying the restricted matrices of $P$ and $F$ would give $RPRFR$ in place of $RPFR$, which is in general a different operator.

## Numbers as computed

```
Mg atom, RHF, uncontracted s,p primitives of def2-TZVP
basis functions: 38, of which s: 14
CASE 1: core taken from the atom itself
1s level in F: -1334.236 eV, in H: 1334.236 eV
2s level in F: -102.554 eV, in H: 102.554 eV
2p level in F: -62.119 eV, in H: 62.119 eV
3s level in F: -6.8842 eV
lowest level of H: -6.8842 eV
core weight of lowest solution of H: 2.6e-30
virtual levels below reversed 2p level: 11
upward shift of F where 3s and 2p cross in H: 34.502 eV
core weight of lowest solution at 0.99 of it: 0.000
core weight of lowest solution at 1.01 of it: 1.000
rms radius of 2p: 0.409 angstrom
rms radius of 3s: 1.861 angstrom
CASE 2: core frozen from Mg2+
3s level from H: -6.8671 eV
core weight of 3s: 5.3e-30
rms radius of 3s: 1.865 angstrom
norm of (F - eps)v, equal to norm of PFv: 0.08525 eV
Frobenius norm of QF minus its transpose: 1.5238 eV
valence energy from H: -21.30258 eV
valence energy by direct minimization: -21.30258 eV
E(Mg) - E(Mg2+), relaxed core: -21.32728 eV
frozen-core error: 0.02470 eV
valence energy without projector: -2515.57 eV
core weight without projector: 0.9995
level-shift form, core weight of 3s: 3.262e-07
first-order estimate of that weight: 3.262e-07
level-shift form, 3s level minus that of H: -4.85e-05 eV
truncated basis: 6 most diffuse s primitives
truncated basis, lowest level of H: -6.2023 eV
truncated basis, core weight: 1.065e-03
```
